# Two-point probability of bare ground for simultaneously nucleated growing discs

**Q.** Islands nucleate at random on a surface, all at once, and grow as discs. You want the probability that two given points are both still bare. Islands merge into complicated shapes. How can there be a closed formula?

**A.** We do not need the shapes. Let the nuclei be points placed independently and uniformly on an unbounded plane, with mean density $N$. All start at time zero, and each grows into a disc of the same radius $R(t)$. Discs may overlap. A point is bare if no disc covers it, which means that no nucleus lies within $R$ of it. So instead of drawing discs around the nuclei, draw one disc of radius $R$ around each of the two points. Both points are bare when the union of these two discs contains no nucleus. Call the area of that union $U$.

**Q.** That turns a covering problem into an empty-region problem. What is the probability that the region is empty?

**A.** Start with $n$ nuclei in a large area $A$ without edges, such as a periodic box. One nucleus misses the region with probability $1-U/A$. The nuclei are independent, so all miss it with probability

$$P_n=\left(1-\frac{U}{A}\right)^n .$$

On an unbounded plane the number in any area $A$ is not fixed. It has a Poisson distribution with mean $NA$. Averaging over it gives

$$S=\sum_{n=0}^{\infty}e^{-NA}\frac{(NA)^n}{n!}\left(1-\frac UA\right)^n
=e^{-NA}\,e^{NA-NU}=e^{-NU}.$$

The sum is the exponential series with argument $NA(1-U/A)=NA-NU$. The auxiliary area $A$ has dropped out.

**Q.** And if I insist on a fixed number of nuclei?

**A.** Then $P_n$ is the answer, and the exponential is its limit. With $n=NA$, expand the logarithm:

$$n\ln\left(1-\frac UA\right)=-NU-\frac{NU^2}{2A}-\dots$$

The second term vanishes as $A$ grows at fixed $N$. It will matter later, when we integrate over the whole box.

**Q.** "Random" is doing much work here. Would any irregular arrangement do?

**A.** No. The multiplication of probabilities needs independent positions. Nuclei that avoid each other look irregular too, but they leave a given region empty with a different probability. Real islands do avoid each other, and we must put a number on that.

**Q.** First give me $U$. The discs around my two points overlap when the points are close.

**A.** Let $r$ be their distance and $D=\pi R^2$ the area of one disc. Then $U=2D-a(r)$, where $a$ is the area common to both. Put the points on the $x$ axis and cut the discs at height $y$. Each cut is a chord of length $2\sqrt{R^2-y^2}$, and the chords are shifted by $r$. They share the length $2\sqrt{R^2-y^2}-r$ where this is positive, that is for $|y|<y_0=\sqrt{R^2-r^2/4}$. Hence, for $r<2R$,

$$a=2\int_0^{y_0}\left(2\sqrt{R^2-y^2}-r\right)dy
=2\left[y\sqrt{R^2-y^2}+R^2\arcsin\frac yR\right]_0^{y_0}-2ry_0 .$$

At the upper limit $\sqrt{R^2-y_0^2}=r/2$, so the first term in the bracket contributes $ry_0$. Also $\arcsin(y_0/R)=\arccos(r/2R)$. Therefore

$$a(r)=2R^2\arccos\frac{r}{2R}-\frac r2\sqrt{4R^2-r^2},\qquad r<2R,$$

and $a=0$ for $r\ge 2R$.

**Q.** Does the formula behave at the two ends?

**A.** At $r=0$ the discs coincide, $U=D$, and $S$ becomes the probability that one point is bare:

$$q=1-\theta=e^{-ND},$$

where $\theta$ is the mean coverage. For $r\ge2R$ we get $U=2D$ and $S=q^2$: no disc can cover both points, and they are independent. In general

$$S(r)=e^{-2ND+Na}=q^2e^{Na(r)} .$$

Since $a\ge0$, $S$ never falls below $q^2$. One bare point makes a nearby point more likely to be bare.

**Q.** What of the other combinations, with one or both points covered?

**A.** The first point is bare with probability $q$. Subtract the cases in which the second is bare too: "first bare, second covered" has probability $q-S$. The reverse case has the same probability. Both are covered with the remaining probability

$$1-S-2(q-S)=1-2q+S .$$

For few small discs, $ND\ll1$, use $q\approx1-ND$ and $S\approx1-N(2D-a)$. The result is $1-2q+S\approx Na$. That is the chance that a single disc covers both points. It dominates as long as $a\gg ND^2$. Just short of $r=2R$, $a$ falls below $ND^2$. From there on the points are more likely to be covered by two different discs, and the probability goes over to about $(ND)^2$.

**Q.** Take the points very close together. The probability must then know about island edges, since only an edge can separate them.

**A.** It does. Differentiate the chord integral with respect to $r$. The integrand vanishes at $y_0$, so the moving limit contributes nothing, and

$$\frac{da}{dr}=-2y_0=-\sqrt{4R^2-r^2}\;\longrightarrow\;-2R\quad(r\to0).$$

Thus $U\approx D+2Rr$ and $S\approx q(1-2NRr)$.

Now find the exposed edge length per unit area, $\Lambda$. If $R$ grows by $dR$, a strip of width $dR$ along the exposed edge becomes covered. Corners where discs meet contribute at second order. Hence

$$\Lambda=\frac{d\theta}{dR}=\frac{d}{dR}\left(1-e^{-\pi NR^2}\right)=2\pi NRq .$$

Comparing the two results gives $S'(0)=-2NRq=-\Lambda/\pi$.

**Q.** Can the factor $1/\pi$ be understood without the disc formula?

**A.** Drop a short stick of length $r$ at random. For an edge element $dl$ at angle $\varphi$ to the stick, the stick positions that cross it fill an area $r|\sin\varphi|\,dl$. The mean of $|\sin\varphi|$ is $2/\pi$, so the stick straddles an edge with probability $2\Lambda r/\pi$. In half of these cases the first end is the bare one. So $q-S=\Lambda r/\pi$, which is the same slope.

**Q.** And near the end of the layer, when little bare ground is left?

**A.** Given that one point is bare, the other is bare with probability

$$\frac Sq=e^{-N(D-a)} .$$

When $NR^2\gg1$, this becomes tiny while $r$ is still much smaller than $R$, so the linear form $D-a\approx2Rr$ suffices and $S/q\approx e^{-2NRr}$. The remaining holes have a size of order $1/(2NR)$, which shrinks as the discs grow. The distance $2R$ at which correlation ends keeps increasing, but $S/q$ is already tiny well before it. Even so, it can still be many times the value $q$ for independent points.

**Q.** You treat $R(t)$ as given. In deposition I control a flux. And after two islands merge, is "a disc of radius $R$" still meaningful?

**A.** Assume that the edges of all islands advance at one common speed, also at the notches where islands have merged. In a short time the covered region then gains all points within $dR$ of it. The points within $dR$ of a union of discs of radius $R$ are those within $R+dR$ of some nucleus. That is again a union of discs, now of radius $R+dR$, so merging does not spoil the construction. $N$ continues to count the original nuclei, not the separate islands that remain.

Assume further that every deposited atom joins the first layer without delay. With flux $F$ in monolayers per second, $\theta=Ft$. Solving $1-Ft=e^{-\pi NR^2}$ for $R$ gives

$$R(t)=\sqrt{\frac{-\ln(1-Ft)}{\pi N}},\qquad
\frac{dR}{dt}=\frac{F}{\Lambda}.$$

The second relation follows from $F=d\theta/dt=\Lambda\,dR/dt$. As $Ft\to1$ the edge length goes to zero while the flux does not, so the edge speed diverges. The last stage of filling is where the model should be trusted least.

**Q.** Let me see numbers for something like a real film.

**A.** Take growth of nickel on Ni(001), with round values chosen for illustration: $N=0.010\ \mathrm{nm^{-2}}$, or $10^{12}\ \mathrm{cm^{-2}}$, and $F=0.01$ monolayer/s. At half coverage, $t=0.5/0.01=50$ s. Then $ND=\ln2=0.693$, so $D=69.3\ \mathrm{nm^2}$ and $R=4.70$ nm. The edge length is

$$\Lambda=2\pi(0.010)(4.697)(0.5)=0.148\ \mathrm{nm^{-1}},$$

and the edges move at $0.01/0.148=0.068$ nm/s.

For two points 4 nm apart, $a=32.9\ \mathrm{nm^2}$ and $U=138.6-32.9=105.7\ \mathrm{nm^2}$. Hence $S=e^{-1.057}=0.347$. Independent points would give $0.25$. If one point is bare, the other is bare with probability $0.347/0.5=0.69$. The probability that both are covered is also $0.347$, because $1-2q=0$ at half coverage.

**Q.** Has the law been confronted with discs that were really thrown at random?

**A.** Yes, in 1500 simulated periodic boxes of side 100 nm with a Poisson number of nuclei. At 4 nm the fraction of pairs with both points bare was $0.348\pm0.001$, against $0.347$. The edge length, measured in a separate simulation on the rims of the discs, was $0.1472\pm0.0003\ \mathrm{nm^{-1}}$, against $0.1476$. The numerical output lists further distances.

With 100 nuclei in every box, the finite-number correction becomes visible. Its size is $NU^2/2A=0.01(105.7)^2/(2\times10^4)=0.0056$, which lowers $S$ from $0.3474$ to $0.3455$. The simulation gave $0.3454\pm0.0005$.

**Q.** So it hardly matters whether the number is fixed.

**A.** For one pair of points, no. For the coverage of a whole region, very much. Let $\theta_W$ be the coverage found in a window of area $W$. Its variance is the double average of the correlation between points:

$$\mathrm{Var}\,\theta_W=\frac1{W^2}\iint_W\left[S(|\mathbf x-\mathbf y|)-q^2\right]d^2x\,d^2y .$$

The bracket vanishes beyond $2R$. If the window is much wider than that, almost every $\mathbf x$ sees the full correlated neighbourhood, and

$$\mathrm{Var}\,\theta_W\approx\frac IW,\qquad I=q^2\int\left(e^{Na(r)}-1\right)d^2r .$$

**Q.** Now fix the number in a periodic box of area $A$.

**A.** Replace $S$ by $(1-U/A)^n$ and $q^2$ by $(1-D/A)^{2n}$. For points farther apart than $2R$, where $U=2D$, the logarithms are

$$n\ln\left(1-\frac{2D}A\right)\approx-2ND-\frac{2ND^2}{A},\qquad
2n\ln\left(1-\frac DA\right)\approx-2ND-\frac{ND^2}{A}.$$

The difference of the two probabilities is therefore about $-q^2ND^2/A$. It is tiny, but it extends over the whole box, and its integral is $-q^2ND^2$. The region $r<2R$ still contributes $I$ at leading order. So, for a large box,

$$I_{\rm fixed}=I-q^2ND^2 .$$

There is a neater form. Integrating the overlap over all displacements gives the product of the two disc areas, $\int a\,d^2r=D^2$. The subtraction thus removes the linear term of the exponential:

$$I_{\rm fixed}=q^2\int\left(e^{Na}-1-Na\right)d^2r\ge0 .$$

What is removed is the effect of a varying number of nuclei. Indeed $d\theta/dN=Dq$, and a number density with variance $N/A$ produces a coverage variance $(Dq)^2N/A$. What remains comes from the varying amount of overlap.

**Q.** How large are the two parts in your example?

**A.** The integral gives $I=14.2\ \mathrm{nm^2}$. The number part is $0.25\times0.01\times69.31^2=12.0\ \mathrm{nm^2}$, which leaves $I_{\rm fixed}=2.2\ \mathrm{nm^2}$. Number fluctuations thus supply about 85 % of the variance. In the periodic box of area $10^4\ \mathrm{nm^2}$ the rms coverage noise is $\sqrt{14.2/10^4}=0.038$ with a Poisson number and $0.015$ with a fixed one. A window of the same size with open edges gives $0.037$ in the Poisson case, because points near its border see only part of the correlated neighbourhood.

**Q.** Do the simulations agree with that as well?

**A.** The Poisson case gave $14.1\ \mathrm{nm^2}$. The fixed case gave $2.45$ against $2.20$, an excess of 11 %. For nearly Gaussian noise, a variance from 1500 boxes has a relative standard error of about $\sqrt{2/1500}=3.7$ %, so the excess is about three standard errors. Part of it comes from sampling the coverage on a 2 nm grid. To find the value expected on that grid, replace the double integral by a sum over grid points and use the exact fixed-number probabilities for this box. The result is $2.30\ \mathrm{nm^2}$. The remaining excess of about 7 % is less than two standard errors, so it is compatible with chance. The factor of about six between the two cases is not in doubt.

**Q.** Would a real film show the Poisson noise?

**A.** One should not expect it over large windows, because the model conflicts with conservation of atoms there. A window that happens to hold many nuclei gets a high coverage in the model, since all edges move at the same speed. The extra atoms would have to come from outside. A uniform flux delivers nearly the same number of atoms to every large window, and exchange across its boundary becomes unimportant compared with its area. If arrivals are independent, their number has a variance equal to its mean, $\theta W/s^2$, where $s^2$ is the area per surface site. The coverage is the number of atoms times $s^2/W$, so its variance times $W$ is $\theta s^2$. With the site spacing $s\approx0.25$ nm this is $0.5\times0.25^2\approx0.03\ \mathrm{nm^2}$, far below 14.2. So $I$ describes the model, and it is not a prediction for a film over distances that atoms cannot diffuse.

**Q.** You promised a number for islands that avoid each other.

**A.** An existing island captures adatoms around it, which makes a new nucleus close by less likely. As a crude picture, place 100 nuclei in the same box one after another, and reject any that falls within 6 nm of an earlier one. Hold the coverage at one half. There is now less overlap, so a smaller radius suffices, $4.07$ nm instead of $4.70$ nm. At 4 nm, $S$ falls from $0.347$ to $0.300$, a reduction of 14 %. At 8 nm it falls from $0.262$ to $0.231$.

The last value lies below $q^2=0.25$. The Poisson law cannot give such a value, because $e^{Na}\ge1$. A measured pair probability that lies below $q^2$ by much more than its sampling error would therefore speak against this model of equal discs on independent nuclei. For a single image of side 100 nm at 8 nm, $S$ itself scatters by about $0.04$, mostly because the coverage varies from image to image. The difference $S-q^2$, with $q$ taken from the same image, scatters by about $0.01$, and its mean is lowered by the coverage variance, about $0.001$. So one image may not be enough. The coverage variance times the box area drops to about $0.06\ \mathrm{nm^2}$, compared with 2.2 for independent nuclei of the same fixed number. (The numerical output shows $0.07$, which includes some sampling error from its 1 nm grid.)

**Q.** Nucleation is not instantaneous either.

**A.** A spread of birth times can be included. Split the nuclei into independent groups with densities $N_i$ and radii $R_i$. Both points are bare if each group leaves its own union region empty, so the probabilities multiply:

$$S=\exp\left[-\sum_iN_i\,U(r;R_i)\right].$$

**Q.** But a late nucleus cannot form on ground that is already covered. Your independent groups ignore that.

**A.** Counting such forbidden nuclei does no harm. Suppose one is placed within $\rho$ of an early nucleus, where $\rho$ is the early radius at that moment. With a common edge speed, the early disc stays larger by $\rho$. A point within $R_{\rm late}$ of the forbidden nucleus is then within $R_{\rm late}+\rho=R_{\rm early}$ of the early one. The forbidden disc never emerges.

For an example, let half of the density $N$, with forbidden nuclei counted, arrive when the early discs have reached $1.5$ nm, at a coverage of 3.5 %. At half coverage the radii are $5.39$ and $3.89$ nm, and $S(4\ \mathrm{nm})=0.349$ instead of $0.347$. The relative change is largest near 9 nm, where it is about 3 %. A delay of this size is a minor matter for the pair probability.

**Q.** On a square surface lattice I would expect square islands.

**A.** The argument carries over with squares drawn around the two points. For aligned squares of side $s_\square$ and displacement $(x,y)$, the common part is a rectangle, $a=(s_\square-|x|)(s_\square-|y|)$, as long as both factors are positive. Otherwise it is zero. With the same area, $s_\square=8.33$ nm, the probability at 4 nm is $0.358$ along an edge and $0.338$ along a diagonal. The disc value lies between them.

The discreteness of the lattice matters less. On the (001) surface the site spacing is the cubic lattice constant, roughly $0.35$ nm, divided by $\sqrt2$. This gives the $0.25$ nm used above, and there are about 800 atoms per nucleus at half coverage. In this example, restricting nuclei to lattice sites changes $S$ by $0.3$ % for two points 3.98 nm apart along a row of sites. The figure depends on how many sites happen to fall inside the two discs. For other directions, distances near 4 nm and coverages between 0.45 and 0.55, it can have either sign and reach about 1.5 %.

**Q.** And atoms that land on top of an island and stay there?

**A.** They do not help to fill the first layer. In the extreme case that none steps down, only the flux onto bare ground counts, so $d\theta/dt=F(1-\theta)$ and $\theta=1-e^{-Ft}$. At the same 50 s the coverage is $0.39$ instead of $0.50$, the radius is $3.99$ nm, and $S(4\ \mathrm{nm})$ rises to $0.447$. The law $e^{-NU}$ is untouched. What fails is the link between time and radius. If the coverage is measured rather than inferred from time, this error disappears from $S$.

**Q.** Then how should I place the example beside real nickel growth?

**A.** The flux and the island density are illustrative values. The island density depends on temperature and flux, so it should be measured for the film in question. At fixed coverage, $N$ merely sets the length scale: $R\sqrt N$ is fixed, and $S$ depends on $r\sqrt N$. Among the departures computed here at known coverage, giving up the independence of the nuclei changed the pair probability at 4 nm most. It moved $S$ by about 14 % for the assumed 6 nm exclusion, and it changed the coverage noise by a far larger factor. A spread of birth times much longer than the one in the example would have a larger effect than the one found there. At known time, poor transport down from the islands can matter more: its extreme case raised $S$ by 29 %. Unequal edge speeds, which arise because islands collect atoms from areas of different size, have not been sized here.

## Table of computed values

```
nucleus density N = 0.010 nm^-2 = 1.0e+12 cm^-2
flux = 0.010 monolayer/s; coverage = 0.50; time = 50.0 s
disc radius R = 4.697 nm; correlation range 2R = 9.394 nm
disc area = 69.31 nm^2; N x disc area = 0.6931
edge length per area, formula = 0.1476 nm^-1
edge length per area, simulated = 0.1472 +- 0.0003 nm^-1
slope of S at r=0 = -0.04697 nm^-1; edge speed = 0.0678 nm/s
product for independent points q^2 = 0.2500
r (nm), overlap (nm^2), U (nm^2), S formula, S simulated, std. error:
   2.0   50.67   87.96 0.4149 0.4154 0.0010
   4.0   32.91  105.72 0.3474 0.3478 0.0011
   6.0   17.06  121.57 0.2965 0.2968 0.0011
   8.0    4.65  133.98 0.2619 0.2620 0.0010
  12.0    0.00  138.63 0.2500 0.2502 0.0010
at 4 nm: one given point covered, other free = 0.1526
at 4 nm: both covered = 0.3474
at 4 nm: free, given that the other is free = 0.6948
fixed number of nuclei in box = 100; box side = 100 nm
  S(4 nm) formula = 0.3455, simulated = 0.3454 +- 0.0005
window area x coverage variance (nm^2), formula and simulated:
  Poisson number: 14.21 and 14.11
  fixed number:   2.20 and 2.45
  share due to number fluctuations = 84.5 %
rms coverage noise, 100 nm window, Poisson = 0.0377
rms coverage noise, 100 nm box, fixed number = 0.0148
NEGLECTED 1: nuclei at least 6.0 nm apart, same coverage
  disc radius = 4.069 nm
  S(4 nm) = 0.2997 +- 0.0004; Poisson 0.3474
  S(8 nm) = 0.2310 +- 0.0004; Poisson 0.2619
  window area x coverage variance = 0.07 nm^2
NEGLECTED 2: second half of nuclei born at early radius 1.5 nm
  coverage at second burst = 0.0347
  radii = 5.387 and 3.887 nm; S(4 nm) = 0.3493
NEGLECTED 3: square islands, side = 8.326 nm
  S(4 nm) along edge = 0.3584, along diagonal = 0.3382
NEGLECTED 4: lattice constant = 0.352 nm, site spacing = 0.2489 nm
  atoms per nucleus = 807
  change of S at 3.982 nm = 0.29 %
NEGLECTED 5: no atom steps down from an island, same time
  coverage = 0.3935 (simulated 0.3933); radius = 3.989 nm
  S(4 nm) = 0.4470
```
